# Why step-edge barriers slow vacancy-island filling more than adatom-island decay

## The decision in a coarsening calculation

A coarsening calculation that replaces atoms by islands with radii needs a rate law for each island. The practical decision is where the step-edge barrier enters that law. If it is put into every rate, adatom islands may decay too slowly. If it is left out, vacancy islands fill too fast. The decision also governs whether a barrier can be inferred from a measured shrinking rate: a rate that does not contain the barrier cannot reveal it.

The rule derived here is for islands whose floor or top carries no further step. Net current must then cross the rim of a vacancy island from above, so the barrier at that rim enters its filling by adatoms. The barrier at an adatom island's own rim does not enter its steady decay. The decay is free of step-edge barriers altogether if the atoms end at an ascending step. If they must leave over the edge of a finite plate, a smaller barrier term returns.

## Geometry and assumptions

A round island of radius \(r\) lies at the centre of a terrace bounded by a step of radius \(R\). An adatom island is one layer high; a vacancy island is a hole one layer deep. Seen from the terrace between the two steps, the outer step is ascending if the surface beyond it is higher, and descending if it is lower.

The outer step represents distant, nearly straight steps. It is held at their equilibrium adatom density \(c_0\), per unit area, and its own curvature is neglected at first. There is no deposition. Adatoms are dilute, steps are in local equilibrium, and attachment from below has no extra barrier. The step free energy per length \(\gamma\) is isotropic. The floor of a vacancy island and the top of an adatom island carry no further island. Islands neither move nor merge, and single surface vacancies carry no current. The last assumption is examined at the end.

## First contribution: curvature

Let \(\Omega\) be the area per atom. An adatom island has \(N=\pi r^2/\Omega\) atoms and edge free energy \(F=2\pi r\gamma\). Since \(dN/dr=2\pi r/\Omega\),

\[
\mu_{\rm i}=\frac{dF}{dN}=\frac{2\pi\gamma}{2\pi r/\Omega}=\frac{\gamma\Omega}{r},
\]

measured from a straight step. For a vacancy island, \(\pi r^2/\Omega\) counts missing atoms. Adding an atom lowers this number by one, so the sign reverses: \(\mu_{\rm h}=-\gamma\Omega/r\).

The chemical potential of a dilute adatom gas is a constant plus \(kT\ln c\). Equating it to that of the step gives

\[
c_{\rm i}=c_0e^{\lambda/r},\qquad
c_{\rm h}=c_0e^{-\lambda/r},\qquad
\lambda=\frac{\gamma\Omega}{kT}.
\]

The adatom island has the higher density and loses atoms to the outer step. The vacancy island has the lower density and gains them. The magnitudes of the driving differences are

\[
\Delta_{\rm i}=c_0(e^{\lambda/r}-1),\qquad
\Delta_{\rm h}=c_0(1-e^{-\lambda/r}).
\]

Multiplying \(1-e^{-x}\) by \(e^x\) gives \(e^x-1\), so \(\Delta_{\rm i}/\Delta_{\rm h}=e^{\lambda/r}\). With the outer density held at \(c_0\), vacancy islands are therefore slower even without a barrier. This part of the difference must not be credited to the step edge. The order can reverse on a round plate whose own curvature raises the outer density to \(c_0e^{\lambda/R}\): comparing the two driving differences shows that this happens when \(\cosh(\lambda/r)<e^{\lambda/R}\).

## Second contribution: which edge carries current

The floor of a vacancy island is enclosed by its own rim. In steady state the floor density obeys \(\nabla^2c=0\), with \(c=c_{\rm h}\) all round the boundary. The solution is \(c=c_{\rm h}\) everywhere, with no gradient and no net current. Atoms may leave the rim for the floor and return, but this exchange fills nothing. The missing atoms must come from the upper terrace, over the rim.

The same argument applies to the top of an adatom island. It too is enclosed by one step at one density, so it carries no net current. Atoms can climb to the top and descend again, but the net loss passes from the foot of the step to the lower terrace. The barrier exists at both rims; only at the vacancy-island rim does it lie in the path of the net current. The argument needs a region enclosed by a single step. An adatom island on the floor feeds the vacancy-island rim from below without crossing it, and a smaller island on top of an adatom island sends current over the lower island's rim, so in stacked geometries each terrace must be treated separately.

## Third contribution: the barrier as a length

Let \(E_S\) be the extra barrier for a hop over a step edge, with an unchanged attempt rate. The hop rate is reduced by \(s=e^{-E_S/kT}\). Adatom sites on the two terraces have equal energy, so detailed balance requires the same factor for the upward hop.

Consider a straight close-packed edge on a triangular lattice with spacing \(a\). Rows parallel to the edge are \(b=\sqrt3a/2\) apart, and each site has two neighbours in the next row. Let \(w\) be the hop rate along one bond, \(\theta_n\) the occupation of the \(n\)th upper-terrace row, and \(\theta_s\) that of the sites at the foot of the step. The current per edge site towards the step is

\[
J=2w(\theta_{n+1}-\theta_n)=2ws(\theta_1-\theta_s).
\]

The first equality makes the terrace profile linear, with slope \(J/(2wb)\). Extrapolated one row beyond row 1, to the foot sites, it gives \(\theta_*=\theta_1-J/(2w)\). The second equality gives \(\theta_1-\theta_s=J/(2ws)\). Hence

\[
\theta_*-\theta_s=\frac{J}{2w}\left(\frac1s-1\right)
=\ell\,\frac{J}{2wb},\qquad
\ell=b\left(\frac1s-1\right).
\]

The barrier resists the current like an added strip of terrace of width \(\ell\). At \(s=1\) the strip vanishes.

A round rim has a different number of bonds per length. In each of three bond directions, about \(2r/b\) rows cross the island, and each row is cut twice. The rim therefore has about \(12r/b=8\sqrt3\,r/a\) bonds, or \(4\sqrt3/(\pi a)\) per length. With six neighbours, \(D=6wa^2/4=3wa^2/2\). Since \(\theta=\Omega c\) and \(\Omega=\sqrt3a^2/2\), a density difference \(\Delta c\) drives \(w\Omega\Delta c=D\Delta c/\sqrt3\) through a normal bond. The current per rim length is then

\[
j=s\,\frac{4\sqrt3}{\pi a}\,\frac{D\Delta c}{\sqrt3}
=\frac{4sD}{\pi a}\Delta c .
\]

Thus \(\ell\simeq\pi a/(4s)\) for a strong barrier on a round rim, 0.907 times the straight-edge value. The straight-edge \(\ell\) is used below.

## Joining the contributions

Diffusion is taken to be much faster than island shrinkage, so the terrace is always near its steady state. For a vacancy island, let \(Q\) be the inward atom current. Conservation across every circle of radius \(\rho\) gives

\[
Q=2\pi\rho D\frac{dc}{d\rho},\qquad
c(R)-c(r)=\frac{Q}{2\pi D}\ln\frac Rr .
\]

At the rim, the density drop across the barrier is \(\ell\) times the gradient:

\[
c(r)-c_{\rm h}=\ell\left.\frac{dc}{d\rho}\right|_r
=\frac{Q}{2\pi D}\frac{\ell}{r}.
\]

For an ascending outer step \(c(R)=c_0\). Adding the two drops gives

\[
Q_{\rm h}=\frac{2\pi D\Delta_{\rm h}}{\ln(R/r)+\ell/r}.
\]

For an adatom island the current runs outward, and the foot of its rim is already at \(c_{\rm i}\). There is no barrier drop:

\[
Q_{\rm i}=\frac{2\pi D\Delta_{\rm i}}{\ln(R/r)}.
\]

The ratio separates the two causes:

\[
\frac{Q_{\rm i}}{Q_{\rm h}}
=e^{\lambda/r}\left[1+\frac{\ell}{r\ln(R/r)}\right].
\]

The barrier is strong in this problem when \(\ell\gg r\ln(R/r)\). A large \(E_S/kT\) alone does not decide this. In a narrow gap, where \(R-r\ll r\), the logarithm is approximately \((R-r)/r\), and the comparison is between \(\ell\) and the gap width. If \(\ell\ll r\ln(R/r)\), terrace diffusion controls both islands and the barrier hardly matters.

The function \(r\ln(R/r)\) has derivative \(\ln(R/r)-1\) and second derivative \(-1/r\). Its maximum is therefore \(R/e\), at \(r=R/e\). If \(\ell>R/e\), the barrier contributes more resistance than the terrace at every radius of the vacancy island.

## When an adatom island also meets a barrier

Suppose the adatom island sits on a finite plate, so that the outer step descends. Its current must cross that outer edge. The extra drop is \(\ell Q/(2\pi DR)\), and the denominator becomes \(\ln(R/r)+\ell/R\). The barrier term is smaller than for a vacancy island by \(r/R\), because the same current is spread over a longer edge. A vacancy island in such a plate has both terms, \(\ell/r+\ell/R\).

A lattice calculation shows the role of geometry without assigning a separate law to each island. Each hop between different heights was reduced by \(s=0.02\), and sites at the foot of each step were held at that step's density. The steady hopping equations were solved as a sparse linear system for radii of 10 and 36 lattice spacings. The table gives the dimensionless resistance \(2\pi D\Delta/Q\), where \(\Delta\) is the driving difference. The formula uses the round-rim length \((\pi a/4)(1/s-1)\). It agrees with \(\pi a/(4s)\) for a strong barrier, and the \(-1\), taken over from the straight edge, makes it vanish at \(s=1\).

| Island, outer step | \(s=1\) | \(s=0.02\) | Formula, \(s=0.02\) |
|---|---:|---:|---:|
| adatom, ascending | 1.21 | 1.21 | 1.28 |
| adatom, descending | 1.24 | 2.31 | 2.35 |
| vacancy, ascending | 1.30 | 5.18 | 5.13 |
| vacancy, descending | 1.33 | 6.27 | 6.20 |

The differences from the formula are below \(a/r+a/R=0.128\), roughly the change in \(\ln(R/r)\) when each step is moved by one lattice spacing in opposite directions. The barrier leaves the first row unchanged and raises the third fourfold.

## Weighing the contributions in an example

The parameters are rough values typical of Ag(111): \(a=0.289\) nm, \(\gamma=0.75\) eV/nm, a diffusion barrier of 0.10 eV, an adatom formation energy of 0.65 eV and \(E_S=0.13\) eV. The total hop attempt rate is \(\nu=10^{13}\) s\(^{-1}\). The outer radius is 50 nm, the outer step ascends, and \(T=300\) K, so \(kT=0.02585\) eV.

With \(\Omega=0.0723\) nm\(^2\),

\[
\begin{aligned}
D&=\frac{\nu a^2}{4}e^{-0.10/0.02585}
=4.36\times10^9\ {\rm nm^2/s},\\
c_0&=\frac{e^{-0.65/0.02585}}{\Omega}
=1.66\times10^{-10}\ {\rm nm^{-2}},\\
\lambda&=\frac{0.75\times0.0723}{0.02585}=2.10\ {\rm nm}.
\end{aligned}
\]

The edge factor is \(s=0.00655\), and \(b=0.250\) nm, so \(\ell=38.0\) nm. This exceeds \(R/e=18.4\) nm: the barrier is the larger resistance at every radius here.

At \(r=10\) nm the curvature factor is \(e^{0.210}=1.23\). The barrier factor is

\[
1+\frac{38.0}{10\ln5}=3.36.
\]

Their product is 4.14. The currents are 0.662 atoms/s from the adatom island and 0.160 atoms/s into the vacancy island.

Shrinking times follow from \(d(\pi r^2/\Omega)/dt=-Q\), or

\[
t=\int_{5\,{\rm nm}}^{10\,{\rm nm}}
\frac{2\pi r\,dr}{\Omega Q(r)} .
\]

Numerical quadrature gives 4240 s (1.18 h) for the adatom island and 20,400 s (5.67 h) for the vacancy island, a ratio of 4.81. With \(E_S=0\), and everything else fixed, the vacancy island takes 5580 s and the adatom time is unchanged. Curvature thus accounts for a factor of 1.32 and the barrier for 3.65; their product is the full ratio.

For an adatom island on a plate, with the outer density still held at \(c_0\), the barrier lengthens the same shrinkage by a factor of 1.41. That is a real slowing, but much weaker than 3.65.

## Time laws and their limits

For \(\lambda\ll r\), both driving differences reduce to \(c_0\lambda/r\). Write \(X=0\) for the adatom island and \(X=\ell/r\) for the vacancy island. Substitution in the time integral gives

\[
dt=\frac{r^2[\ln(R/r)+X]}{\Omega Dc_0\lambda}\,|dr|.
\]

Integration by parts gives

\[
\int_0^{r_0}r^2\ln\frac Rr\,dr
=\frac{r_0^3}{3}\ln\frac R{r_0}+\int_0^{r_0}\frac{r^2}{3}dr
=\frac{r_0^3}{3}\left[\ln\frac R{r_0}+\frac13\right].
\]

The barrier adds \(\int_0^{r_0}\ell r\,dr=\ell r_0^2/2\). The ratio of full lifetimes is therefore

\[
\frac{t_{\rm h}}{t_{\rm i}}
=1+\frac{3\ell}{2r_0[\ln(R/r_0)+1/3]}.
\]

The last stage, where \(r\) approaches \(\lambda\), lies outside the approximation, but it contributes little time if \(r_0\gg\lambda\). The larger error comes from the linearization itself, which is of first order in \(\lambda/r\) at every radius. For the example's lengths the formula gives 3.93, while the full integrals continued to vanishing radius give 5.7. This is a small-\(\lambda\) limit and should not replace 4.81, which has finite curvature driving and ends at 5 nm. Between 10 and 5 nm, linearization overestimates the adatom time by 15% and underestimates the vacancy time by 13%, relative to the full integrals. The signs follow from \(e^x-1>x\) and \(1-e^{-x}<x\).

In the barrier limit the linearized current is

\[
Q_{\rm h}\simeq\frac{2\pi Dc_0\lambda}{\ell},
\]

independent of \(r\). The rim length grows as \(r\) while the driving force falls as \(1/r\), so the vacancy-island area decreases linearly in time. For an adatom island, if the slowly varying logarithm is held constant, the remaining time scales as \(r^3\) and the area as the remaining time to the power \(2/3\).

The example shows nearly linear filling: the area-loss rate is 0.0116 nm\(^2\)/s at 10 nm and 0.0114 nm\(^2\)/s at 5 nm. Yet neither limiting assumption is accurate. Between these radii the driving difference rises by a factor of 1.81 instead of 2, because the exponential saturates. The resistance rises by a factor of 1.83 instead of 2, because part of it is logarithmic. The two departures nearly cancel, so a straight area-time plot alone does not prove complete barrier control.

The barrier limit also bears on coalescence. Merging two vacancy islands conserves their missing area. Since each island fills at a rate independent of its radius, the merged island then loses area at half the former combined rate, with the surrounding density held fixed.

## The real surface and the omitted effects

The chosen energies are plausible for Ag(111), but the barrier is known too roughly for the ratio 4.81 to be a prediction. Changing \(E_S\) to 0.11 or 0.15 eV, with all else fixed, gives 2.9 or 8.9. The equal attempt rates are also an assumption: if the rate for crossing the edge were 0.25 or 10 times the terrace rate, the ratio would be 15 or 1.6. The hop lattice matters too: a honeycomb of fcc and hcp sites with one crossing bond per edge atom gives \(\ell=25\) nm and a ratio of 3.65. A filling rate at one temperature therefore fixes \(\ell\), and not \(E_S\) by itself. Real rims also contain kinks, where descent may be easier. If 1% of the rim bonds had no extra barrier, the mean \(s\) would rise from 0.0065 to 0.0165 and \(\ell\) would fall to about 15 nm. The barrier factor at 10 nm would drop from 3.4 to 1.9. This estimate assumes a uniform adatom density along the rim, so it overstates the effect: the current must converge on the few open bonds, which adds resistance. For single open bonds spaced evenly along a straight edge, one in every 100, the steady hopping equations give \(\ell\) of about 19 nm and a barrier factor of about 2.2. Clustering the open bonds weakens their effect further.

Temperature acts through both \(\ell\) and \(\lambda\). With energies and \(\gamma\) fixed, the time ratio is 11.5 at 250 K and 2.9 at 350 K. Cooling favours the barrier explanation; heating weakens it.

If the outer step is a real ascending ring of radius 50 nm, its equilibrium density is \(c_0e^{-\lambda/R}\). The adatom time is then multiplied by 0.88 and the vacancy time by 1.21, raising their ratio to about 6.6. The round-rim value of \(\ell\) shortens the vacancy time by 7%. An attachment length of one row at both ascending steps lengthens the adatom time by 2%. Real islands can drift off centre: on a lattice with radii of 10 and 50 spacings and \(\ell/r=3.8\), a displacement of \(0.6R\) raises the barrier factor from 3.5 to 4.9, mostly because the adatom island decays faster near its sink. The diffusion time \(R^2/D\) is about \(10^{-10}\) of the adatom shrinking time, so the steady-state approximation is safe here.

Single vacancies offer a route around the barrier: the rim emits a vacancy into the surrounding layer, and it disappears at the outer step. For rough formation and migration energies of 0.65 and 0.55 eV, the same attempt rate and unhindered annihilation, its current at 10 nm is

\[
Q_v=\frac{2\pi(\nu a^2/4\Omega)e^{-1.20/0.02585}
(e^{\lambda/r}-1)}{\ln(R/r)} .
\]

This is \(1.1\times10^{-7}\) of the adatom filling current. The two would become equal if the energy sum fell by \(kT\ln(1/1.1\times10^{-7})\simeq0.41\) eV, to about 0.79 eV. On a surface where that happens, vacancy islands can fill without atoms descending their rims, and the barrier at the rim limits only one of two parallel routes.
